# The radial equation on a logarithmic grid without a first derivative: a program that tests the result

```python
# Result under test (Hartree atomic units):
#   -P''/2 + [l(l+1)/(2 r^2) + V(r)] P = E P
# becomes, with r = exp(rho)/Z and P = sqrt(r) u(rho),
#   d2u/drho2 = [(l+1/2)^2 + 2 r^2 (V(r) - E)] u.
# P: radial function r*R(r); l: angular momentum; V: local potential;
# E: energy; Z: nuclear charge; rho: dimensionless logarithmic variable.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigvals, solve

Z = 10.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def coulomb(r):
    return -Z / r


def screened(r):
    return -(1.0 + (Z - 1.0) * np.exp(-r)) / r


def log_grid_states(potential, centrifugal, step, rho_min, rho_max, count):
    """Lowest states of the transformed equation by Numerov's rule.

    The inverted eigenproblem 2r^2 u = mu K u, mu = 1/(E - shift), keeps
    the wanted levels accurate although r^2 spans many decades.
    """
    n = int(round((rho_max - rho_min) / step)) - 1
    rho = rho_min + step * np.arange(1, n + 1)
    r = np.exp(rho) / Z
    second = np.eye(n, k=1) + np.eye(n, k=-1) - 2.0 * np.eye(n)
    kinetic = -solve(np.eye(n) + second / 12.0, second) / step**2
    kinetic = 0.5 * (kinetic + kinetic.T)
    shift = -Z**2  # below every level of both potentials
    K = kinetic + np.diag(centrifugal + 2 * r**2 * (potential(r) - shift))
    mu, u = eigh(np.diag(2 * r**2), K, subset_by_index=[n - count, n - 1])
    return shift + 1.0 / mu[::-1], u[:, ::-1], rho, r


def chebyshev_levels(potential, l, r_max, n, count):
    """Lowest levels of the original equation in r, by collocation."""
    k = np.arange(n + 1)
    x = np.cos(np.pi * k / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2.0
    c *= (-1.0) ** k
    D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    D2 = (D @ D)[1:-1, 1:-1] * (2.0 / r_max) ** 2
    r = 0.5 * r_max * (1.0 + x[1:-1])
    H = -0.5 * D2 + np.diag(l * (l + 1) / (2 * r**2) + potential(r))
    return np.sort(eigvals(H).real)[:count]


# Symbolic chain rule for P = r^a u, with a left free
t, a = sp.symbols("t a", real=True)
zs = sp.symbols("zs", positive=True)
uf = sp.Function("u")(t)
r_s = sp.exp(t) / zs


def d_dr(expr):
    return sp.diff(expr, t) / sp.diff(r_s, t)


P_s = r_s**a * uf
lhs = sp.expand(sp.simplify(d_dr(d_dr(P_s)) * r_s**2 / r_s**a))
rhs = sp.diff(uf, t, 2) + (2 * a - 1) * sp.diff(uf, t) + a * (a - 1) * uf
assert sp.simplify(lhs - rhs) == 0
first_coefficient = lhs.coeff(sp.diff(uf, t))
a_values = sp.solve(sp.Eq(first_coefficient, 0), a)
assert a_values == [sp.Rational(1, 2)]
left_over = sp.simplify(lhs.coeff(uf).subs(a, a_values[0]))
print("power a that removes the first derivative:", a_values[0])
print("coefficient of u left by r^2 P'':", left_over)


# Known hydrogenic functions, second derivative by finite differences
def u_1s(rho):
    r = np.exp(rho) / Z
    return 2 * Z**1.5 * r * np.exp(-Z * r) / np.sqrt(r)


def u_2p(rho):
    r = np.exp(rho) / Z
    return Z**2.5 / np.sqrt(24) * r**2 * np.exp(-Z * r / 2) / np.sqrt(r)


def bracket(rho, l, energy):
    r = np.exp(rho) / Z
    return (l + 0.5) ** 2 + 2 * r**2 * (coulomb(r) - energy)


def curvature_ratio(u, rho, d=1e-3):
    return (u(rho + d) - 2 * u(rho) + u(rho - d)) / d**2 / u(rho)


for rho0 in (-2.0, 0.0, 1.0):
    for func, l, n in ((u_1s, 0, 1), (u_2p, 1, 2)):
        g = bracket(rho0, l, -Z**2 / (2 * n**2))
        assert abs(curvature_ratio(func, rho0) - g) < 2e-5
print(f"nuclear charge Z: {Z:.0f}")
print(f"hydrogenic 1s at rho=0: r = {1 / Z:.3f} bohr")
print(f"  u = {u_1s(0.0):.5f} (atomic units)")
print(f"  bracket = {bracket(0.0, 0, -Z**2 / 2):.5f}")
print(f"  u''/u by differences = {curvature_ratio(u_1s, 0.0):.5f}")

# Coulomb levels and mean radii test the equation and the weight r^2
LO, HI, H = -24.0, 6.0, 0.03
for l, n in ((0, 1), (1, 2)):
    E, u, rho, r = log_grid_states(coulomb, (l + 0.5) ** 2, H, LO, HI, 1)
    exact = -Z**2 / (2 * n**2)
    weight = r**2 * u[:, 0] ** 2
    mean_r = np.sum(r * weight) / np.sum(weight)
    exact_r = (3 * n**2 - l * (l + 1)) / (2 * Z)
    assert abs(E[0] - exact) < 2e-6
    assert abs(mean_r - exact_r) < 1e-5
    name = f"{n}{'sp'[l]}"
    print(f"Coulomb {name}: E = {E[0]:.7f}, exact {exact:.7f} hartree")
    print(f"  <r> = {mean_r:.6f}, exact {exact_r:.6f} bohr")

# Leading Numerov energy error from the third derivative of u
z_num = sp.Integer(int(Z))
u_sym = 2 * z_num * sp.exp(t / 2 - sp.exp(t))
third = sp.lambdify(t, sp.diff(u_sym, t, 3), "numpy")
roughness = quad(lambda q: third(q) ** 2, -30, 5, limit=300)[0]
norm = quad(lambda q: (np.exp(q) / Z * u_1s(q)) ** 2, -30, 5, limit=300)[0]
assert abs(norm - 1) < 1e-8
print(f"integral of (u''')^2 for 1s: {roughness:.4f} (atomic units)")
errors = []
for step in (0.1, 0.05):
    E = log_grid_states(coulomb, 0.25, step, LO, HI, 1)[0][0]
    predicted = -step**4 * roughness / 480
    errors.append(E + Z**2 / 2)
    assert abs(errors[-1] / predicted - 1) < 0.02
    print(f"1s error at h={step}: {errors[-1]:.4e} hartree")
    print(f"  predicted: {predicted:.4e} hartree")
ratio = errors[0] / errors[1]
assert 15 < ratio < 17
print(f"error ratio on halving h: {ratio:.2f}")

# Energy shift made by an inner wall
wall = -8.0
E = log_grid_states(coulomb, 0.25, 0.05, wall, HI, 1)[0][0]
wall_shift = E + Z**2 / 2
wall_formula = 2 * Z**2 * np.exp(wall)
assert abs(wall_shift / wall_formula - 1) < 0.03
print(f"1s shift, wall at rho={wall:.0f}: {wall_shift:.5f} hartree")
print(f"  leading formula: {wall_formula:.5f} hartree")
print(f"  formula at rho={LO:.0f}: {2 * Z**2 * np.exp(LO):.2e} hartree")

# Consequence of leaving l(l+1) in the transformed equation
E_wrong = log_grid_states(coulomb, 2.0, H, LO, HI, 1)[0][0]
E_wrong_formula = -Z**2 / (2 * (0.5 + np.sqrt(2)) ** 2)
assert abs(E_wrong - E_wrong_formula) < 1e-5
assert abs(E_wrong + Z**2 / 8) > 0.5
print(f"2p with l(l+1) kept by mistake: {E_wrong:.5f} hartree")
print(f"  formula for that mistake: {E_wrong_formula:.5f} hartree")

# Worked example: screened model potential, two independent equations
levels = {}
for l, names in ((0, ("1s", "2s")), (1, ("2p",)), (2, ("3d",))):
    E, u, rho, r = log_grid_states(
        screened, (l + 0.5) ** 2, H, LO, HI, len(names))
    reference = chebyshev_levels(screened, l, 40.0, 150, len(names))
    if l == 0:
        print(f"model grid: h = {H}, {len(r)} interior points")
        print(f"  rho from {LO:.0f} to {HI:.0f}")
        print(f"  r from {np.exp(LO) / Z:.3e} to {np.exp(HI) / Z:.3f} bohr")
        print(f"  points with r < 1/Z: {np.sum(rho < -H / 2)}")
        print(f"  spacing h*r at r=1/Z: {H / Z:.4f} bohr")
        print(f"  spacing h*r at r=10 bohr: {H * 10:.4f} bohr")
    for j, name in enumerate(names):
        assert abs(E[j] - reference[j]) < 2e-6
        levels[name] = E[j]
        print(f"model {name}: log grid {E[j]:.6f} hartree")
        print(f"  original equation in r: {reference[j]:.6f} hartree")
    if l < 2:
        i = int(np.argmin(abs(rho + 6.0)))
        slope = np.log(abs(u[i + 1, 0] / u[i - 1, 0])) / (2 * H)
        assert abs(slope - (l + 0.5)) < 0.005
        print(f"  slope of ln|u| at rho=-6, l={l}: {slope:.4f}")
splitting = levels["2p"] - levels["2s"]
assert splitting > 0
print(f"model 2p-2s splitting: {splitting:.6f} hartree")
print(f"  = {splitting * HARTREE_EV:.4f} eV")
print("every check passed")
```

Output:

```
power a that removes the first derivative: 1/2
coefficient of u left by r^2 P'': -1/4
nuclear charge Z: 10
hydrogenic 1s at rho=0: r = 0.100 bohr
  u = 7.35759 (atomic units)
  bracket = -0.75000
  u''/u by differences = -0.75000
Coulomb 1s: E = -50.0000003, exact -50.0000000 hartree
  <r> = 0.150000, exact 0.150000 bohr
Coulomb 2p: E = -12.5000002, exact -12.5000000 hartree
  <r> = 0.500000, exact 0.500000 bohr
integral of (u''')^2 for 1s: 190.6250 (atomic units)
1s error at h=0.1: -3.9795e-05 hartree
  predicted: -3.9714e-05 hartree
1s error at h=0.05: -2.4759e-06 hartree
  predicted: -2.4821e-06 hartree
error ratio on halving h: 16.07
1s shift, wall at rho=-8: 0.06668 hartree
  leading formula: 0.06709 hartree
  formula at rho=-24: 7.55e-09 hartree
2p with l(l+1) kept by mistake: -13.64549 hartree
  formula for that mistake: -13.64549 hartree
model grid: h = 0.03, 999 interior points
  rho from -24 to 6
  r from 3.775e-12 to 40.343 bohr
  points with r < 1/Z: 799
  spacing h*r at r=1/Z: 0.0030 bohr
  spacing h*r at r=10 bohr: 0.3000 bohr
model 1s: log grid -41.634962 hartree
  original equation in r: -41.634962 hartree
model 2s: log grid -5.735741 hartree
  original equation in r: -5.735741 hartree
  slope of ln|u| at rho=-6, l=0: 0.4975
model 2p: log grid -5.429929 hartree
  original equation in r: -5.429929 hartree
  slope of ln|u| at rho=-6, l=1: 1.4988
model 3d: log grid -0.289557 hartree
  original equation in r: -0.289557 hartree
model 2p-2s splitting: 0.305812 hartree
  = 8.3216 eV
every check passed
```
